# Electron Temperature from Ionization Balance and Bohm Wall Loss: a program that tests the result

```python
"""
Result under test: in a steady low-pressure plasma, volume ionization balances
Bohm loss to the walls,  n_g K(T) = u_B(T) / d_eff,  independently of plasma
density.  For a slab of width l with ion friction,
    n_g l = 2 u_B H(b) / K,   b = 1 + k_m / K,
    H(b) = -1/b + (1 + 1/b) arctan(sqrt b)/sqrt b,   d_eff = l / (2 H).
Symbols: T electron temperature (eV), n_g gas density, K ionization rate
coefficient, k_m ion-neutral friction rate coefficient, u_B = sqrt(eT/M),
H = edge density / mean density.  Cross-section of the model gas:
    sigma(E) = sigma0 (I/E)(1 - I/E) for E > I, which gives
    K = sigma0 vbar x E2(x),  x = I/T,  vbar = sqrt(8 e T/(pi m)).
SI units, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expn

e, m_e = const.e, const.m_e
I = 16.0                       # ionization energy, eV
M = 40.0 * const.atomic_mass   # ion mass, kg
sigma0 = 1e-19                 # cross-section scale, m^2
k_m = 1e-15                    # friction rate coefficient, m^3/s
n_g = 1e20                     # gas density, m^-3
width = 0.10                   # slab width, m
T_top = 2 * I / 3              # upper end of the proven unique branch, eV


def bohm(T):
    return np.sqrt(e * T / M)


def K_formula(T):
    x = I / T
    return sigma0 * np.sqrt(8 * e * T / (np.pi * m_e)) * x * expn(2, x)


def K_quadrature(T):
    """Average of sigma(v) v over the Maxwell speed distribution."""
    v_th = np.sqrt(2 * e * T / m_e)

    def integrand(s):
        energy = T * s * s
        sigma = sigma0 * (I / energy) * (1 - I / energy)
        return sigma * v_th * s * 4 / np.sqrt(np.pi) * s**2 * np.exp(-s * s)

    low = np.sqrt(I / T)
    return quad(integrand, low, low + 8, epsabs=0, epsrel=1e-10, limit=200)[0]


def H(b):
    return -1 / b + (1 + 1 / b) * np.arctan(np.sqrt(b)) / np.sqrt(b)


def column(T):
    """Product n_g * width demanded by temperature T."""
    K = K_formula(T)
    return 2 * bohm(T) * H(1 + k_m / K) / K


def slab_temperature(product):
    return brentq(lambda T: column(T) - product, 0.8, T_top, xtol=1e-12)


def log_slope(T):
    """d ln(K/u_B) / d ln T."""
    x = I / T
    return x * expn(1, x) / expn(2, x) - 1


# Rate coefficient: definition against closed form
for T in (1.5, 3.0, 6.0, 10.0):
    assert abs(K_quadrature(T) / K_formula(T) - 1) < 1e-7


# Fluid equations integrated in space from the midplane to the sonic edge
def integrate_slab(T, gas, n_centre):
    nu = gas * K_quadrature(T)
    friction = gas * k_m
    c = bohm(T)

    def rhs(position, y):
        n, u, _ = y
        # continuity: u n' + n u' = nu n
        # momentum:   c^2 n' + n u u' = -(nu + friction) n u
        r1, r2 = nu * n, -(nu + friction) * n * u
        det = u * n * u - n * c * c
        return [(r1 * n * u - n * r2) / det, (u * r2 - c * c * r1) / det, n]

    def edge(position, y):
        return y[1] - 0.999 * c

    edge.terminal = True
    sol = solve_ivp(rhs, (0, 2 * c / nu), [n_centre, 0.0, 0.0],
                    method="DOP853", events=edge, rtol=1e-9,
                    atol=[1e-10 * n_centre, 1e-10 * c, 1e-12 * n_centre])
    assert len(sol.t_events[0]) == 1
    half = sol.t_events[0][0]
    n, u, content = sol.y_events[0][0]
    return half, n / n_centre, n * u / c / (content / half)


def shoot_temperature(gas, slab_width, n_centre):
    return brentq(lambda T: integrate_slab(T, gas, n_centre)[0]
                  - slab_width / 2, 1.5, 6.0, xtol=1e-8)


T0 = slab_temperature(n_g * width)
K0, u0 = K_formula(T0), bohm(T0)
b0 = 1 + k_m / K0
h0 = H(b0)
d_eff = width / (2 * h0)
nu0 = n_g * K0

T_low = shoot_temperature(n_g, width, 1e15)
T_high = shoot_temperature(n_g, width, 1e17)
T_scaled = shoot_temperature(2 * n_g, width / 2, 1e16)
for T in (T_low, T_high, T_scaled):
    assert abs(T / T0 - 1) < 1e-5

half, drop, h_numeric = integrate_slab(T0, n_g, 1e16)
assert abs(h_numeric / h0 - 1) < 1e-5
drop_formula = (1 + b0 * 0.999**2) ** (-(1 + b0) / (2 * b0))
assert abs(drop / drop_formula - 1) < 1e-5
edge_centre = (1 + b0) ** (-(1 + b0) / (2 * b0))

# Profile factor by quadrature, and the inequalities behind uniqueness
for b in (1.0, 3.0, 50.0):
    direct = quad(lambda w: (1 - w * w) / (1 + b * w * w), 0, 1)[0]
    assert abs(direct / H(b) - 1) < 1e-9
b_grid = np.geomspace(1, 1e6, 400)
assert np.all(np.diff(np.sqrt(b_grid) * H(b_grid)) > 0)
T_grid = np.linspace(0.8, T_top, 400)
assert np.all(np.diff(column(T_grid)) < 0)
assert np.all(log_slope(T_grid) + 0.5 > 1)


# Sensitivity at fixed effective size, by solving the balance twice
def fixed_size_temperature(gas, extra_loss=0.0):
    return brentq(lambda T: gas * K_formula(T) - bohm(T) / d_eff - extra_loss,
                  0.8, T_top, xtol=1e-13)


step = 1e-3
sens_numeric = (np.log(fixed_size_temperature(n_g * np.exp(step)))
                - np.log(fixed_size_temperature(n_g * np.exp(-step)))) / (2 * step)
sens = -1 / log_slope(T0)
assert abs(sens_numeric / sens - 1) < 1e-4
sens_slab = (np.log(slab_temperature(n_g * width * np.exp(step)))
             - np.log(slab_temperature(n_g * width * np.exp(-step)))) / (2 * step)

# Time-dependent particle and energy balance at two absorbed powers
E_c = 40.0            # collisional energy cost per ion pair, eV
wall_factor = 7.0     # energy carried to the wall per pair, in units of T


def evolve(power_density):
    def rhs(t, y):
        n, T = np.exp(y[0]), y[1]
        gain, loss = n_g * K_formula(T), bohm(T) / d_eff
        energy_loss = gain * E_c + loss * wall_factor * T
        growth = gain - loss
        heating = power_density / e / n - energy_loss
        return [growth, 2 / 3 * heating - T * growth]

    sol = solve_ivp(rhs, (0, 5e-3), [np.log(1e16), 3.0], method="LSODA",
                    rtol=1e-9, atol=1e-10)
    assert sol.success
    return np.exp(sol.y[0, -1]), sol.y[1, -1]


pair_energy = E_c + wall_factor * T0
powers = (1e3, 1e4)
runs = [evolve(p) for p in powers]
for p, (n_final, T_final) in zip(powers, runs):
    assert abs(T_final / T0 - 1) < 1e-5
    assert abs(n_final / (p / (nu0 * pair_energy * e)) - 1) < 1e-4

# Where the claim fails: volume recombination brings the density back
alpha = 1e-13         # recombination coefficient, m^3/s
rec_densities = (1e15, 1e17)
rec_T = [fixed_size_temperature(n_g, alpha * n) for n in rec_densities]
first_order = alpha * rec_densities[0] * d_eff / u0 / log_slope(T0)
assert abs((rec_T[0] / T0 - 1) / first_order - 1) < 0.02
assert rec_T[1] / T0 - 1 > 0.01

debye = np.sqrt(const.epsilon_0 * T0 / (e * runs[0][0] * h0))

print(f"Ionization energy I = {I:.1f} eV")
print(f"Ion mass M = {M / const.atomic_mass:.1f} u = {M:.4e} kg")
print(f"Cross-section scale sigma0 = {sigma0:.1e} m^2")
print(f"Friction rate coefficient k_m = {k_m:.1e} m^3/s")
print(f"Gas density n_g = {n_g:.1e} m^-3")
print(f"Slab width l = {width:.2f} m")
print(f"Product n_g l = {n_g * width:.2e} m^-2")
print(f"Electron temperature T = {T0:.4f} eV")
print(f"Same in kelvin = {T0 * e / const.k:.0f} K")
print(f"x = I/T = {I / T0:.4f}")
print(f"E2(x) = {expn(2, I / T0):.4e}")
print(f"Mean electron speed = {np.sqrt(8 * e * T0 / np.pi / m_e):.4e} m/s")
print(f"K from formula = {K0:.5e} m^3/s")
print(f"K from quadrature = {K_quadrature(T0):.5e} m^3/s")
print(f"Bohm speed = {u0:.1f} m/s")
print(f"Ionization frequency n_g K = {nu0:.4e} 1/s")
print(f"Wall loss frequency u_B/d_eff = {u0 / d_eff:.4e} 1/s")
print(f"b = 1 + k_m/K = {b0:.4f}")
print(f"Edge/mean density h = {h0:.5f}")
print(f"Edge/mean density, integrated = {h_numeric:.5f}")
print(f"Edge/centre density = {edge_centre:.4f}")
print(f"Frictionless h = H(1) = {H(1.0):.4f}")
print(f"Effective size d_eff = {d_eff:.5f} m")
print(f"Shooting T, centre density 1e15 m^-3 = {T_low:.5f} eV")
print(f"Shooting T, centre density 1e17 m^-3 = {T_high:.5f} eV")
print(f"Shooting T, 2 n_g and l/2 = {T_scaled:.5f} eV")
print(f"dlnT/dln(n_g d_eff), formula = {sens:.4f}")
print(f"dlnT/dln(n_g d_eff), numeric = {sens_numeric:.4f}")
print(f"dlnT/dln(n_g l), slab, numeric = {sens_slab:.4f}")
print(f"Upper end of unique branch 2I/3 = {T_top:.3f} eV")
print(f"Smallest n_g l on that branch = {column(T_top):.3e} m^-2")
for gas in (3e19, 1e20, 3e20, 1e21):
    T = slab_temperature(gas * width)
    size = width / (2 * H(1 + k_m / K_formula(T)))
    print(f"n_g = {gas:.0e} m^-3: T = {T:.3f} eV, d_eff = {size:.4f} m")
print(f"Collisional cost E_c = {E_c:.1f} eV")
print(f"Wall energy E_w = {wall_factor:.0f} T = {wall_factor * T0:.2f} eV")
print(f"Energy per pair E_c + E_w = {pair_energy:.2f} eV")
for p, (n_final, T_final) in zip(powers, runs):
    print(f"Power {p:.0e} W/m^3: nbar = {n_final:.3e} m^-3, T = {T_final:.4f} eV")
print(f"Ionized fraction at higher power = {runs[1][0] / n_g:.2e}")
print(f"Edge Debye length at lower power = {debye:.2e} m")
print(f"Recombination coefficient alpha = {alpha:.1e} m^3/s")
for n, T in zip(rec_densities, rec_T):
    print(f"With alpha, nbar = {n:.0e} m^-3: T = {T:.4f} eV, "
          f"shift {100 * (T / T0 - 1):.3f} %")
print(f"First-order shift at 1e15 m^-3 = {100 * first_order:.3f} %")
print("all assertions hold")
```

Output:

```
Ionization energy I = 16.0 eV
Ion mass M = 40.0 u = 6.6422e-26 kg
Cross-section scale sigma0 = 1.0e-19 m^2
Friction rate coefficient k_m = 1.0e-15 m^3/s
Gas density n_g = 1.0e+20 m^-3
Slab width l = 0.10 m
Product n_g l = 1.00e+19 m^-2
Electron temperature T = 2.6507 eV
Same in kelvin = 30760 K
x = I/T = 6.0361
E2(x) = 3.0551e-04
Mean electron speed = 1.0896e+06 m/s
K from formula = 2.00929e-16 m^3/s
K from quadrature = 2.00929e-16 m^3/s
Bohm speed = 2528.6 m/s
Ionization frequency n_g K = 2.0093e+04 1/s
Wall loss frequency u_B/d_eff = 2.0093e+04 1/s
b = 1 + k_m/K = 5.9769
Edge/mean density h = 0.39731
Edge/mean density, integrated = 0.39731
Edge/centre density = 0.3218
Frictionless h = H(1) = 0.5708
Effective size d_eff = 0.12585 m
Shooting T, centre density 1e15 m^-3 = 2.65070 eV
Shooting T, centre density 1e17 m^-3 = 2.65070 eV
Shooting T, 2 n_g and l/2 = 2.65070 eV
dlnT/dln(n_g d_eff), formula = -0.1717
dlnT/dln(n_g d_eff), numeric = -0.1717
dlnT/dln(n_g l), slab, numeric = -0.2306
Upper end of unique branch 2I/3 = 10.667 eV
Smallest n_g l on that branch = 2.404e+17 m^-2
n_g = 3e+19 m^-3: T = 3.549 eV, d_eff = 0.0974 m
n_g = 1e+20 m^-3: T = 2.651 eV, d_eff = 0.1258 m
n_g = 3e+20 m^-3: T = 2.067 eV, d_eff = 0.2200 m
n_g = 1e+21 m^-3: T = 1.602 eV, d_eff = 0.5975 m
Collisional cost E_c = 40.0 eV
Wall energy E_w = 7 T = 18.55 eV
Energy per pair E_c + E_w = 58.55 eV
Power 1e+03 W/m^3: nbar = 5.305e+15 m^-3, T = 2.6507 eV
Power 1e+04 W/m^3: nbar = 5.305e+16 m^-3, T = 2.6507 eV
Ionized fraction at higher power = 5.30e-04
Edge Debye length at lower power = 2.64e-04 m
Recombination coefficient alpha = 1.0e-13 m^3/s
With alpha, nbar = 1e+15 m^-3: T = 2.6530 eV, shift 0.085 %
With alpha, nbar = 1e+17 m^-3: T = 2.8426 eV, shift 7.240 %
First-order shift at 1e15 m^-3 = 0.085 %
all assertions hold
```
